# Three Kinds of Dispersion Nonadditivity in D3, MBD and RPA: a program that tests the result

```python
"""
Three minimal models of non-pairwise dispersion (atomic units inside, eV and
angstrom in the output), and what D3, MBD and RPA make of each.
A: a neighbour-stiffened oscillator atom has C6 = 3/(4 w^3), w^2 = w0^2 + n*kappa.
B: coupled oscillators have a three-body energy whose leading part is the
   Axilrod-Teller-Muto (ATM) term with C9 = 9/(16 w^5).
C: two parallel metallic hopping chains at distance D attract in RPA as
   E/L = -sqrt(vF/pi)/(8 pi D^2 Lam^1.5), Lam = ln(D/b) + 1 + pi*vF/4,
   while gapped chains and chains of MBD oscillators attract as D^-5.
Symbols: w oscillator frequency, a site spacing, b wire radius, t hopping,
delta hopping alternation, vF = 2*t*a Fermi velocity, u imaginary frequency.
"""
import numpy as np
from scipy import constants, integrate
from scipy.special import k0, zeta
from pyscf import gto

HA = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10


def half_line(scale, n=60):
    """Nodes and weights for an integral over u from 0 to infinity."""
    z, g = np.polynomial.legendre.leggauss(n)
    return scale * (1 + z) / (1 - z), 2 * scale * g / (1 - z) ** 2


def dipole_matrix(pos):
    n = len(pos)
    mat = np.zeros((3 * n, 3 * n))
    for i in range(n):
        for j in range(n):
            if i != j:
                r = pos[i] - pos[j]
                d = np.linalg.norm(r)
                block = np.eye(3) / d**3 - 3 * np.outer(r, r) / d**5
                mat[3*i:3*i+3, 3*j:3*j+3] = block
    return mat


def mode_energy(pos, w):
    """Zero-point energy of coupled oscillators minus that of free ones."""
    lam = np.linalg.eigvalsh(dipole_matrix(pos))
    return 0.5 * np.sum(lam / (np.sqrt(w**2 + lam) + w))


def ring_energy(pos, w):
    """The same energy from the RPA ring sum over imaginary frequency."""
    mat = dipole_matrix(pos)
    u, du = half_line(w)
    eye = np.eye(len(mat))
    logs = [np.linalg.slogdet(eye + mat / (w**2 + x**2))[1] for x in u]
    return np.dot(du, logs) / (2 * np.pi)


# ---------------------------------------------------------------- type A
w0 = 10.0 / HA
kappa = 25.0 / HA**2
n_env = 4


def stiff(n, factor=1.0):
    return np.sqrt(w0**2 + factor * n * kappa)


def c6_from_energy(w):
    r = 20.0 / BOHR
    return -mode_energy(np.array([[0, 0, 0], [0, 0, r]], float), w) * r**6


def c6_casimir_polder(wa, wb):
    u, du = half_line(np.sqrt(wa * wb))
    return 3 / np.pi * np.sum(du / ((wa**2 + u**2) * (wb**2 + u**2)))


def mean_r3(w):
    top = integrate.quad(lambda r: r**5 * np.exp(-w * r * r), 0, np.inf)[0]
    low = integrate.quad(lambda r: r**2 * np.exp(-w * r * r), 0, np.inf)[0]
    return top / low


def d3_c6(cn, refs=(0, 2, 4), k3=4.0):
    """D3 interpolation of reference C6 for two atoms of equal coordination."""
    num = den = 0.0
    for i in refs:
        for j in refs:
            weight = np.exp(-k3 * ((cn - i) ** 2 + (cn - j) ** 2))
            num += weight * c6_casimir_polder(stiff(i), stiff(j))
            den += weight
    return num / den


def rpa_modes(w, span=4):
    """Direct-RPA dipole modes (squared frequency, strength) of one electron."""
    exps = 0.5 * w * 2.0 ** np.arange(-span, span + 1)
    shells = [[0, [0.5 * w, 1.0]]] + [[1, [float(e), 1.0]] for e in exps]
    mol = gto.M(atom="H 0 0 0", basis={"H": shells}, spin=1, verbose=0)
    px = 1 + 3 * np.arange(len(exps))
    h = mol.intor("int1e_kin") + 0.5 * w**2 * mol.intor("int1e_r2")
    s = mol.intor("int1e_ovlp")
    # solve the generalized problem in an orthonormalized p_x basis
    sv, su = np.linalg.eigh(s[np.ix_(px, px)])
    x = su / np.sqrt(sv)
    e, c = np.linalg.eigh(x.T @ h[np.ix_(px, px)] @ x)
    c = x @ c
    gap = e - h[0, 0]
    kern = c.T @ mol.intor("int2e")[0][:, 0][np.ix_(px, px)] @ c
    dip = mol.intor("int1e_r")[0][0, px] @ c
    root = np.sqrt(gap)
    om2, vec = np.linalg.eigh(root[:, None] * (np.diag(gap) + 2*kern) * root)
    return om2, 2 * (vec.T @ (root * dip)) ** 2


def c6_rpa(w, span=4):
    om2, f = rpa_modes(w, span)
    u, du = half_line(w)
    alpha = np.sum(f / (om2 + u[:, None] ** 2), axis=1)
    return 3 / np.pi * np.sum(du * alpha**2)


w4 = stiff(n_env)
c6_free, c6_env = c6_from_energy(w0), c6_from_energy(w4)
for w, c6 in ((w0, c6_free), (w4, c6_env)):
    assert abs(c6 / (3 / (4 * w**3)) - 1) < 1e-5
    om2, f = rpa_modes(w)
    assert abs(f.sum() - 1) < 1e-6
    rho2 = (w / (2 * np.pi)) ** 1.5
    assert abs(f @ om2 / (w**2 + 4 * np.pi / 3 * rho2) - 1) < 1e-6
    assert abs(c6_rpa(w, 3) / c6_rpa(w) - 1) < 2e-3
    assert c6_rpa(w) < c6
ratio_exact = c6_env / c6_free
vol = mean_r3(w4) / mean_r3(w0)
assert abs(vol**2 / ratio_exact - 1) < 1e-5
assert vol > (w0 / w4) ** 2
ratio_d3 = d3_c6(n_env) / d3_c6(0)
assert abs(ratio_d3 / ratio_exact - 1) < 1e-3
d3_mid = d3_c6(3) / c6_from_energy(stiff(3))
assert abs(d3_mid - 1) < 0.05
ratio_rpa = c6_rpa(w4) / c6_rpa(w0)
assert abs(ratio_rpa / ratio_exact - 1) < 0.15
w_stiffer = stiff(n_env, 2.0)
ratio_stiffer = c6_from_energy(w_stiffer) / c6_free
vol_stiffer = mean_r3(w_stiffer) / mean_r3(w0)
rpa_stiffer = c6_rpa(w_stiffer) / c6_rpa(w0)
assert abs(vol_stiffer**2 / ratio_stiffer - 1) < 1e-5
assert abs(rpa_stiffer / ratio_stiffer - 1) < 0.2
assert ratio_d3 > 1.5 * ratio_stiffer

uA = c6_free * HA * BOHR**6
alpha0 = 1 / w0**2
print(f"atom: hbar w0 = {w0*HA:.2f} eV, alpha = {alpha0*BOHR**3:.4f} A^3")
print(f"free C6 = {uA:.3f} eV A^6 = {c6_free:.3f} a.u.")
print(f"A: kappa = {kappa*HA**2:.1f} eV^2 per neighbour, n = {n_env}")
print(f"A: hbar w in environment = {w4*HA:.3f} eV")
print(f"A: C6 in environment = {c6_env*HA*BOHR**6:.3f} eV A^6")
print(f"A: C6 ratio exact = {ratio_exact:.4f}")
print(f"A: C6 ratio D3 = {ratio_d3:.4f}")
print(f"A: C6 ratio MBD volume input = {vol**2:.4f}")
print(f"A: C6 ratio direct RPA = {ratio_rpa:.4f}")
print(f"A: alpha ratio exact {(w0/w4)**2:.4f}, volume {vol:.4f}")
print(f"A: RPA/exact C6, free {c6_rpa(w0)/c6_free:.4f}, "
      f"environment {c6_rpa(w4)/c6_env:.4f}")
print(f"A: D3/exact C6 at n = 3 between references = {d3_mid:.4f}")
print(f"A: kappa doubled, n = 4: exact {ratio_stiffer:.4f}, "
      f"D3 {ratio_d3:.4f}")
print(f"A: kappa doubled: MBD {vol_stiffer**2:.4f}, RPA {rpa_stiffer:.4f}")

# ---------------------------------------------------------------- type B
shapes = {
    "triangle": np.array([[0, 0, 0], [1, 0, 0], [0.5, np.sqrt(0.75), 0]]),
    "line": np.array([[0, 0, 0], [1, 0, 0], [2, 0, 0]], float),
}
fourth_order = {"triangle": -75 / 22, "line": 165 / 16}
u, du = half_line(w0)
c9 = 3 / np.pi * np.sum(du / (w0**2 + u**2) ** 3)
assert abs(c9 / (9 / (16 * w0**5)) - 1) < 1e-10


def three_body(pos, energy):
    pairs = ((0, 1), (0, 2), (1, 2))
    return energy(pos, w0) - sum(energy(pos[list(p)], w0) for p in pairs)


def atm(pos):
    ab, bc, ca = pos[1] - pos[0], pos[2] - pos[1], pos[0] - pos[2]
    l1, l2, l3 = (np.linalg.norm(v) for v in (ab, bc, ca))
    cosines = -(ab @ bc) * (bc @ ca) * (ca @ ab) / (l1 * l2 * l3) ** 2
    return c9 * (1 + 3 * cosines) / (l1 * l2 * l3) ** 3


print(f"B: C9 = {c9*HA*BOHR**9:.3f} eV A^9")
print(f"B: D3 estimate C6^1.5 / exact C9 = {c6_free**1.5/c9:.4f}")
r_near, r_far = 3.0 / BOHR, 8.0 / BOHR
print(f"B: spacing {r_near*BOHR:.1f} A, alpha/R^3 = {alpha0/r_near**3:.4f}")
for name, shape in shapes.items():
    far = three_body(r_far * shape, mode_energy) / atm(r_far * shape) - 1
    assert abs(far / (fourth_order[name] * alpha0 / r_far**3) - 1) < 0.03
    near = r_near * shape
    e_mbd = three_body(near, mode_energy)
    e_rpa = three_body(near, ring_energy)
    assert abs(e_rpa / e_mbd - 1) < 1e-7
    total = mode_energy(near, w0)
    print(f"B {name}: total energy = {total*HA*1e3:.3f} meV")
    print(f"B {name}: three-body MBD {e_mbd*HA*1e3:.4f}, "
          f"RPA {e_rpa*HA*1e3:.4f} meV")
    print(f"B {name}: ATM = {atm(near)*HA*1e3:.4f} meV, "
          f"MBD/ATM = {e_mbd/atm(near):.4f}")

# ------------------------------------------- chains of MBD oscillators
a = 2.5 / BOHR
n_sites = 4096
z = np.fft.fftfreq(n_sites) * n_sites * a
inv3 = np.zeros(n_sites)
inv3[1:] = 1 / np.abs(z[1:]) ** 3
intra = np.fft.fft(inv3).real


def mbd_chains(dist):
    """MBD interaction energy per length; x joins the chains, z along them."""
    r = np.sqrt(dist**2 + z**2)
    inter = np.zeros((n_sites, 3, 3), complex)
    inter[:, 0, 0] = np.fft.fft(1 / r**3 - 3 * dist**2 / r**5)
    inter[:, 1, 1] = np.fft.fft(1 / r**3)
    inter[:, 2, 2] = np.fft.fft(1 / r**3 - 3 * z**2 / r**5)
    inter[:, 0, 2] = inter[:, 2, 0] = np.fft.fft(-3 * dist * z / r**5)
    own = intra[:, None, None] * np.diag([1.0, 1.0, -2.0])
    mat = np.zeros((n_sites, 6, 6), complex)
    mat[:, :3, :3] = mat[:, 3:, 3:] = own
    mat[:, :3, 3:] = inter
    mat[:, 3:, :3] = np.conj(np.swapaxes(inter, 1, 2))
    lam = np.linalg.eigvalsh(mat)
    lam_own = intra[:, None] * np.array([1.0, 1.0, -2.0])
    both = np.sum(lam / (np.sqrt(w0**2 + lam) + w0), axis=1)
    free = 2 * np.sum(lam_own / (np.sqrt(w0**2 + lam_own) + w0), axis=1)
    return 0.5 * np.mean(both - free) / a


def pair_chains(dist):
    return -c6_free * np.sum((dist**2 + z**2) ** -3.0) / a


def slope(func, dist, step=1.05):
    change = np.log(func(dist * step) / func(dist / step))
    return change / np.log(step**2)


w_long = np.sqrt(w0**2 - 4 * zeta(3) / a**3)
w_tran = np.sqrt(w0**2 + 2 * zeta(3) / a**3)
freqs = np.array([w_tran, w_tran, w_long])
geometry = np.pi / 128 * np.array([[123, 0, 45], [0, 48, 0], [45, 0, 27]])
wi, wj = freqs[:, None], freqs[None, :]
c5_mbd = np.sum(geometry / (4 * wi * wj * (wi + wj))) / a**2
d100 = 100.0 / BOHR
assert abs(-mbd_chains(d100) * d100**5 / c5_mbd - 1) < 0.02
c5_pair = 3 * np.pi / 8 * c6_free / a**2
assert abs(-pair_chains(d100) * d100**5 / c5_pair - 1) < 1e-4
slope_mbd, slope_pair = slope(mbd_chains, d100), slope(pair_chains, d100)
assert abs(slope_mbd + 5) < 0.05 and abs(slope_pair + 5) < 1e-3

# ---------------------------------------------------------------- type C
t, b, delta = 2.0 / HA, 1.0 / BOHR, 0.2
v_f, gap = 2 * t * a, 4 * t * delta


def chi0_metal(q, u):
    s, g = np.polynomial.legendre.leggauss(12)
    q, u = q[..., None], u[..., None]
    jump = 4 * t * np.sin(q * a / 2) * np.cos(s * q * a / 2)
    return -np.sum(g * q / np.pi * jump / (u**2 + jump**2), axis=-1)


def chi0_gapped(q, u, nk=120):
    th = np.arange(nk) * np.pi / nk
    q, u = q[..., None], u[..., None]
    h1 = 2 * t * (np.cos(th) + 1j * delta * np.sin(th))
    h2 = 2 * t * (np.cos(th + q * a) + 1j * delta * np.sin(th + q * a))
    overlap = np.sin(0.5 * np.angle(h2 * np.conj(h1))) ** 2
    jump = np.abs(h1) + np.abs(h2)
    return -2 / (a * nk) * np.sum(overlap * jump / (u**2 + jump**2), axis=-1)


def ring_response(alternation, m, u, n=202):
    """Response and site populations from diagonalizing a finite ring."""
    ham = np.zeros((n, n))
    for j in range(n):
        k = (j + 1) % n
        ham[j, k] = ham[k, j] = -t * (1 + alternation * (-1) ** j)
    e, c = np.linalg.eigh(ham)
    occ, emp = c[:, :n // 2], c[:, n // 2:]
    phase = np.exp(2j * np.pi * m * np.arange(n) / n)
    amp = np.abs(emp.T @ (phase[:, None] * occ)) ** 2
    jump = e[n // 2:, None] - e[None, :n // 2]
    chi = -2 / (n * a) * np.sum(amp * 2 * jump / (u**2 + jump**2))
    return chi, 2 * np.sum(occ**2, axis=1)


q_test, u_test = np.array([2 * np.pi * 5 / (202 * a)]), np.array([0.05])
pop_dev = 0.0
for alt, chi0, tol in ((0.0, chi0_metal, 1e-3), (delta, chi0_gapped, 1e-7)):
    chi_ring, pop = ring_response(alt, 5, u_test[0])
    assert abs(chi0(q_test, u_test)[0] / chi_ring - 1) < tol
    pop_dev = max(pop_dev, np.max(np.abs(pop - 1)))
assert pop_dev < 1e-10


def wire_energy(dist, chi0, gap_value):
    """RPA interaction energy per length of two parallel wires."""
    s, g = np.polynomial.legendre.leggauss(80)
    lo, hi = np.log(1e-4 / dist), np.log(min(np.pi / a, 25 / dist))
    q = np.exp(0.5 * (hi - lo) * s + 0.5 * (hi + lo))[:, None]
    dq = 0.5 * (hi - lo) * g * q[:, 0]
    own, cross = 2 * k0(q * b), 2 * k0(q * dist)
    plasmon2 = v_f**2 * q**2 + 2 * v_f / np.pi * q**2 * own
    u, du = half_line(np.sqrt(gap_value**2 + plasmon2), 48)
    chi = chi0(q, u)
    logs = np.log1p(-((chi * cross / (1 - chi * own)) ** 2))
    return np.sum(dq * np.sum(du * logs, axis=1)) / (2 * np.pi**2)


def metal(dist):
    return wire_energy(dist, chi0_metal, 0.0)


def gapped(dist):
    return wire_energy(dist, chi0_gapped, gap)


def log_factor(dist):
    return np.log(dist / b) + 1 + np.pi * v_f / 4


def metal_law(dist):
    return -np.sqrt(v_f / np.pi) / (8*np.pi * dist**2 * log_factor(dist)**1.5)


c2 = 15 / 8 + 35 * zeta(3) / 64
d_far = 1e4 / BOHR
lam_far = log_factor(d_far)
excess = metal(d_far) / metal_law(d_far) - 1
assert abs(excess - c2 / lam_far**2) < 10 / lam_far**3
slope_metal = slope(metal, d100)
slope_law = -2 - 1.5 / log_factor(d100)
assert abs(slope_metal - slope_law) < 0.04

# long-wavelength polarizability per length of the gapped chain
th = np.arange(240) * np.pi / 240
eps = np.sqrt(np.cos(th) ** 2 + delta**2 * np.sin(th) ** 2)
band = 2 * t * eps


def alpha_length(u):
    terms = a * delta**2 / eps**4 * band / (u[:, None]**2 + 4 * band**2)
    return np.mean(terms, axis=1)


u, du = half_line(gap)
c5_gapped = 27 / 256 * np.sum(du * alpha_length(u) ** 2)
d3000 = 3000.0 / BOHR
assert abs(-gapped(d3000) * d3000**5 / c5_gapped - 1) < 0.01
d1000 = 1000.0 / BOHR
slope_gap_100, slope_gap_1000 = slope(gapped, d100), slope(gapped, d1000)
assert abs(slope_gap_1000 + 5) < 0.05

per_len = HA / BOHR
print(f"MBD chain: a = {a*BOHR:.2f} A, hbar w_L = {w_long*HA:.3f}, "
      f"w_T = {w_tran*HA:.3f} eV")
print(f"MBD chain: (w0/w_L)^3 = {(w0/w_long)**3:.4f}, "
      f"(w0/w_T)^3 = {(w0/w_tran)**3:.4f}")
print(f"MBD chain: C5 screened/pairwise = {c5_mbd/c5_pair:.4f}")
print(f"C: t = {t*HA:.2f} eV, b = {b*BOHR:.2f} A, vF = {v_f*HA*BOHR:.2f} eV A")
print(f"C: delta = {delta:.2f}, gap = {gap*HA:.3f} eV")
print(f"C: largest |site population - 1| = {pop_dev:.1e}")
print("C: energy per length in eV/A")
for d_ang in (10.0, 30.0, 100.0):
    d = d_ang / BOHR
    print(f" D={d_ang:.0f} A: metal {metal(d)*per_len:.3e}, "
          f"gapped {gapped(d)*per_len:.3e}")
    print(f" D={d_ang:.0f} A: MBD {mbd_chains(d)*per_len:.3e}, "
          f"pairs {pair_chains(d)*per_len:.3e}")
print(f" D=1000 A: metal {metal(d1000)*per_len:.3e}, "
      f"gapped {gapped(d1000)*per_len:.3e}")
for d_ang in (100.0, 1000.0, 10000.0):
    d = d_ang / BOHR
    print(f"C: D={d_ang:.0f} A: Lam = {log_factor(d):.3f}, "
          f"RPA/law = {metal(d)/metal_law(d):.4f}")
print(f"C: c2 = {c2:.4f}, 1 + c2/Lam^2 at 10000 A = {1+c2/lam_far**2:.4f}")
print(f"C: law at 100 A = {metal_law(d100)*per_len:.3e} eV/A "
      f"= {metal_law(d100):.3e} a.u.")
print(f"exponent at 100 A: metal RPA {slope_metal:.3f}, law {slope_law:.3f}")
print(f"exponent at 100 A: MBD {slope_mbd:.3f}, pairs {slope_pair:.3f}")
print(f"exponent of gapped RPA: {slope_gap_100:.3f} at 100 A, "
      f"{slope_gap_1000:.3f} at 1000 A")
print("done: every assertion held")
```

Printed output:

```
atom: hbar w0 = 10.00 eV, alpha = 1.0972 A^3
free C6 = 9.030 eV A^6 = 15.112 a.u.
A: kappa = 25.0 eV^2 per neighbour, n = 4
A: hbar w in environment = 14.142 eV
A: C6 in environment = 3.192 eV A^6
A: C6 ratio exact = 0.3536
A: C6 ratio D3 = 0.3536
A: C6 ratio MBD volume input = 0.3536
A: C6 ratio direct RPA = 0.3794
A: alpha ratio exact 0.5000, volume 0.5946
A: RPA/exact C6, free 0.5887, environment 0.6318
A: D3/exact C6 at n = 3 between references = 1.0261
A: kappa doubled, n = 4: exact 0.1925, D3 0.3536
A: kappa doubled: MBD 0.1925, RPA 0.2145
B: C9 = 7.431 eV A^9
B: D3 estimate C6^1.5 / exact C9 = 0.7000
B: spacing 3.0 A, alpha/R^3 = 0.0406
B triangle: total energy = -36.764 meV
B triangle: three-body MBD 0.4527, RPA 0.4527 meV
B triangle: ATM = 0.5191 meV, MBD/ATM = 0.8721
B line: total energy = -25.140 meV
B line: three-body MBD -0.1355, RPA -0.1355 meV
B line: ATM = -0.0944 meV, MBD/ATM = 1.4355
MBD chain: a = 2.50 A, hbar w_L = 8.138, w_T = 10.811 eV
MBD chain: (w0/w_L)^3 = 1.8551, (w0/w_T)^3 = 0.7914
MBD chain: C5 screened/pairwise = 1.0186
C: t = 2.00 eV, b = 1.00 A, vF = 10.00 eV A
C: delta = 0.20, gap = 1.600 eV
C: largest |site population - 1| = 2.0e-15
C: energy per length in eV/A
 D=10 A: metal -4.098e-04, gapped -1.225e-04
 D=10 A: MBD -1.679e-05, pairs -1.702e-05
 D=30 A: metal -2.965e-05, gapped -1.835e-06
 D=30 A: MBD -7.085e-08, pairs -7.004e-08
 D=100 A: metal -1.869e-06, gapped -8.057e-09
 D=100 A: MBD -1.732e-10, pairs -1.702e-10
 D=1000 A: metal -1.130e-08, gapped -9.270e-14
C: D=100 A: Lam = 6.151, RPA/law = 1.0583
C: D=1000 A: Lam = 8.453, RPA/law = 1.0312
C: D=10000 A: Lam = 10.756, RPA/law = 1.0195
C: c2 = 2.5324, 1 + c2/Lam^2 at 10000 A = 1.0219
C: law at 100 A = -1.766e-06 eV/A = -3.434e-08 a.u.
exponent at 100 A: metal RPA -2.262, law -2.244
exponent at 100 A: MBD -4.998, pairs -5.000
exponent of gapped RPA: -4.776 at 100 A, -4.995 at 1000 A
done: every assertion held
```
